# Separating Band Bending from Electron Affinity at an Adsorbate-Covered Surface

## Problem

A gas is adsorbed on the clean surface of an n-type semiconductor. The work function rises by 0.50 eV. Photoemission shows that core levels of bulk-like atoms, meaning atoms whose bonding the adsorbate has not altered, move to binding energies lower by 0.20 eV. The sample is grounded, and binding energies are measured from its Fermi level.

1. By how much did the band bending change, and in which direction? By how much did the electron affinity change?
2. The coverage is $1.0\times10^{14}$ cm$^{-2}$. What effective normal dipole per adsorbate accounts for the affinity change?
3. Photoelectrons come from a finite depth. Correct the answers to question 1 for a donor density of $1.0\times10^{16}$ cm$^{-3}$, relative permittivity 12, temperature 300 K and effective escape depth 2.0 nm along the surface normal. Take the bands of the clean surface as flat.

## Hints

**Hint 1.** Draw the energies at the surface from the Fermi level upward: first the conduction-band edge, then the vacuum level. Which interval contains the band bending, and which is the affinity?

**Hint 2.** A core level lies below the Fermi level. If it moves upward, does its binding energy grow or shrink?

**Hint 3.** For question 2, treat the adsorbate layer as two sheets of opposite charge and find the work needed to carry an electron through it.

**Hint 4.** For question 3, average the band bending with the weight $e^{-z/\lambda}/\lambda$ and integrate by parts. The slope at the surface follows from Poisson's equation after multiplication by the first derivative.

## Solution

### 1. Two shifts, two unknowns

Let $E_F$ be the Fermi level, $E_C$ the conduction-band edge and $E_{\rm vac}$ the vacuum level just outside the surface. The work function is $\Phi=E_{\rm vac}-E_F$, and the affinity is $\chi=E_{\rm vac}-E_C^{\rm surf}$. Let $\zeta=E_C^{\rm bulk}-E_F$, and let $V=E_C^{\rm surf}-E_C^{\rm bulk}$ be the bending, positive upward. Inserting the two band-edge energies between $E_{\rm vac}$ and $E_F$ gives

$$
\Phi=(E_{\rm vac}-E_C^{\rm surf})+(E_C^{\rm surf}-E_C^{\rm bulk})+(E_C^{\rm bulk}-E_F)=\chi+V+\zeta .
$$

Bulk doping and temperature fix $\zeta$. Adsorption changes neither, so

$$
\Delta\Phi=\Delta\chi+\Delta V .
$$

One equation cannot determine two unknowns; the core level supplies the second. Its binding energy is $E_B=E_F-E_{\rm core}$. Band bending is an electrostatic energy that varies slowly on the atomic scale, so it raises the core level and the band edges of a near-surface atom by the same amount. With $E_F$ fixed,

$$
\Delta E_B=-\Delta E_{\rm core}=-\Delta V .
$$

This step requires that the atom's chemical environment and the screening of its core hole stay the same. It also requires the atom to lie beneath the surface dipole, but at a depth small compared with the width of the bent region. Substitution gives

$$
\Delta V=-\Delta E_B,\qquad
\Delta\chi=\Delta\Phi-\Delta V=\Delta\Phi+\Delta E_B .
$$

For the measured shifts,

$$
\Delta V=-(-0.20)=+0.20\ \text{eV},\qquad
\Delta\chi=0.50-0.20=+0.30\ \text{eV}.
$$

The bands bend upward by 0.20 eV and the affinity rises by 0.30 eV. Reading the lower binding energy as downward bending would instead give $\Delta\chi=0.50+0.20=0.70$ eV.

Two limits show what each measurement contributes. If the core level does not move, the whole work-function change belongs to the affinity. If the binding energy falls by as much as the work function rises, the affinity is unchanged. In every case the results are changes: these data do not reveal whether the clean surface was already bent.

The valence edge offers a further check. Its distance below $E_F$ at the surface should shrink by 0.20 eV. The ionization energy, $\Phi+(E_F-E_V^{\rm surf})$, should therefore rise by $0.50-0.20=0.30$ eV. This equals $\Delta\chi$ if the surface band gap has not changed.

Suppose chemistry or screening adds a shift $s$ of its own, so that $\Delta E_B=-\Delta V+s$. The rule then returns a bending of $\Delta V-s$ and an affinity change of $\Delta\chi+s$. The error moves from one answer to the other while their sum stays at 0.50 eV, so agreement with the work function cannot expose it.

### 2. The dipole behind the affinity change

Represent the layer by a positive sheet of charge density $\sigma$ on the inner side and a negative sheet at a distance $d$ farther out. The field between them has magnitude $\sigma/\varepsilon_0$ and points outward. It pushes an electron inward, so carrying the electron outward costs

$$
\Delta\chi=e\,\frac{\sigma}{\varepsilon_0}\,d .
$$

The product $\sigma d$ is the dipole moment per area. Writing it as $n\mu$, with coverage $n$ and normal dipole $\mu$ per adsorbate, gives

$$
\Delta\chi=\frac{e\,n\mu}{\varepsilon_0},\qquad
\mu=\frac{\varepsilon_0}{n}\frac{\Delta\chi}{e} .
$$

With $n=1.0\times10^{18}$ m$^{-2}$,

$$
\mu=\frac{(8.854\times10^{-12})(0.30)}{1.0\times10^{18}}
=2.66\times10^{-30}\ \text{C m}=0.80\ \text{D}.
$$

This is an effective moment. It includes the mutual depolarization of the adsorbates and any rearrangement of charge in the outermost substrate atoms, so it need not equal the dipole of a free molecule.

### 3. Correction for the escape depth

Let $z$ be the depth below the surface and $u(z)$ the local upward shift of the electron energy, with $u(0)=V$ and $u\to0$ in the bulk. The core line reports the weighted mean

$$
\langle u\rangle=\frac1\lambda\int_0^\infty u(z)e^{-z/\lambda}\,dz .
$$

Since $e^{-z/\lambda}/\lambda$ is the derivative of $-e^{-z/\lambda}$, integration by parts gives

$$
\langle u\rangle=V+\int_0^\infty u'(z)e^{-z/\lambda}\,dz .
$$

A second integration by parts gives

$$
\langle u\rangle=V+\lambda u'(0)+R,\qquad
R=\lambda\int_0^\infty u''(z)e^{-z/\lambda}\,dz .
$$

The bending decreases with depth, so $u'(0)=-F$ with $F>0$. Thus $\langle u\rangle=V-\lambda F+R$: the core line understates the surface bending by about $\lambda F$.

Poisson's equation supplies $F$. Assume uniform, fully ionized donors of density $N$ and Boltzmann electrons of density $Ne^{-u/kT}$; holes are neglected. The charge density is $\rho=eN(1-e^{-u/kT})$. The electrostatic potential $\phi$ obeys $\phi''=-\rho/\varepsilon$, and $u=-e\phi$, so

$$
u''=\frac{e^2N}{\varepsilon}\left(1-e^{-u/kT}\right).
$$

Here $\varepsilon$ is the full permittivity, 12 times $\varepsilon_0$. Multiply both sides by $u'$. The left side becomes the derivative of $u'^2/2$, and the right side becomes a derivative with respect to $z$ of a function of $u$. Integration from the bulk, where $u=u'=0$, to the surface gives

$$
F^2=\frac{2e^2N}{\varepsilon}
\left[V-kT\left(1-e^{-V/kT}\right)\right].
$$

Solving for the surface bending that makes $\langle u\rangle=0.20$ eV gives $V=0.2046$ eV. The arithmetic can be followed from this value. With $kT=0.0259$ eV the exponential is negligible, and the bracket is $0.2046-0.0259=0.1787$ eV. In volts and metres,

$$
\frac{eN}{\varepsilon}=
\frac{(1.602\times10^{-19})(10^{22})}{12(8.854\times10^{-12})}
=1.51\times10^{13}\ \text{V m}^{-2},
$$

$$
\frac Fe=\sqrt{2(1.51\times10^{13})(0.1787)}
=2.32\times10^6\ \text{V m}^{-1}=0.0232\ \text{MV/cm}.
$$

The slope is therefore $2.32\times10^{-3}$ eV/nm, and $\lambda F=2.0\times2.32\times10^{-3}$ eV $=4.6$ meV. The remainder is smaller still. Because $0\le u''\le e^2N/\varepsilon$,

$$
0\le R\le\lambda^2\frac{e^2N}{\varepsilon}=0.06\ \text{meV}.
$$

The corrected results are

$$
\Delta V=0.2046\ \text{eV},\qquad
\Delta\chi=0.50-0.2046=0.2954\ \text{eV}.
$$

The extra digits serve to show the correction. At the precision of the measured shifts, the answers remain 0.20 eV and 0.30 eV.

The opposite limit, an escape depth much greater than the bent region, defeats the method. Then $\langle u\rangle\le(1/\lambda)\int_0^\infty u\,dz$, which tends to zero as $\lambda$ grows. The core line hardly moves, and the rule wrongly assigns nearly all of $\Delta\Phi$ to the affinity. Here the depletion estimate of the width, $\sqrt{2\varepsilon V/(e^2N)}$, is 165 nm, far greater than 2.0 nm.

Gauss's law also gives the charge that bends the bands. Its number density is $\varepsilon F/e^2=1.54\times10^{11}$ electrons per cm$^2$, or about 0.0015 electron per adsorbate. This small charge has a large effect because its balancing donors are spread over a great depth. The affinity step instead comes from charges separated by atomic distances.

The rule was tested on simulated surfaces at this donor density. The bending went from 0 to 0.20, 0.30 to 0.50, 0.50 to 0.30 and 0.10 to 0.40 eV, with affinity changes of 0.30, 0.30, 0.25 and $-0.15$ eV respectively. The affinity change inferred from the two simulated readings differed from the step found by integrating the field through the adsorbate layer by at most 4.5 meV.

### The model beside a real layer

The parameters are rough typical values for a moderately doped n-type III–V epitaxial layer studied by laboratory photoemission; they do not describe one particular compound. Surface states can bend the bands before adsorption, contrary to the flat-band assumption. The depth correction is then $\lambda(F_{\rm after}-F_{\rm before})$, to leading order. If the clean surface is already bent upward and holes remain negligible there, this is smaller than the correction from flat bands, because $F$ then rises ever more slowly as $V$ grows. The two-digit answers then stand at this doping. If the bending brings the valence edge at the surface close to the Fermi level, holes gather there, the slope steepens again and the correction can exceed the flat-band value. A clean surface bent downward accumulates electrons and can have a much steeper slope, so its correction must be worked out afresh.

Other neglected effects can be sized with an electron mass of 0.07 and a hole mass of 0.50 free-electron masses, and a gap of 1.4 eV. Fermi–Dirac statistics shift the bulk Fermi level by 0.20 meV relative to the Boltzmann result. The equilibrium hole density at the surface is about 3 cm$^{-3}$, negligible beside the donor density. For an electron at the bulk conduction edge, the tunnelling exponent $2\int\kappa\,dz$, with $\kappa=\sqrt{2mu}/\hbar$, is 143, so such an electron does not tunnel through the barrier. Electrons just below the barrier top meet a much thinner barrier: in the WKB approximation they raise the electron flow to the surface above the over-the-barrier value by a factor of about 1.6 at 300 K and about 6 at 100 K.

Illumination can matter more. Light or X-rays create holes that drift to an upward-bent surface and reduce the bending by a photovoltage $U$. In a simple estimate, every electron reaching the surface recombines. The dark electron current density is $J_0=eNe^{-V/kT}\bar v/4$, where $\bar v=\sqrt{8kT/\pi m}$ is the mean thermal speed. Reducing the barrier by $eU$ multiplies this current by $e^{eU/kT}$. Balancing the excess against a hole photocurrent $J_h$ gives

$$
J_0(e^{eU/kT}-1)=J_h,\qquad
U=\frac{kT}{e}\ln\left(1+\frac{J_h}{J_0}\right).
$$

For an assumed $J_h=1.0$ µA/cm$^2$, $U$ is $4.3\times10^{-6}$ mV at 300 K and about 10 mV at 100 K, with the dark bending and donor density held fixed. Less efficient recombination would make it larger. The 100 K value depends strongly on these assumptions. Tunnelling near the barrier top lowers it to about 3 mV. If instead surface states pin the Fermi level, $V+\zeta$ stays fixed on cooling; $\zeta$ falls from 0.099 to 0.019 eV, the dark bending rises to 0.285 eV, and $U$ reaches about 87 mV, or about 70 mV with tunnelling included. If both quantities are measured under the same illumination, $U$ lowers the apparent $\Delta V$ and $\Delta\Phi$ equally and cancels from $\Delta\chi$. If the work function is measured in the dark and the core level under illumination, $\Delta\chi$ is overestimated by $eU$.

## Variation 1: ten times the doping

*The measured shifts and all other parameters stay the same, but the donor density is $1.0\times10^{17}$ cm$^{-3}$. What are the corrected changes?*

At a given bending, $F$ grows as $\sqrt N$, so a tenfold density makes the slope about 3.2 times steeper. Solving again for a weighted mean of 0.20 eV gives a surface field of 0.0754 MV/cm, or $7.54\times10^{-3}$ eV/nm. The first-order correction is

$$
\lambda F=2.0\times7.54\times10^{-3}\ \text{eV}=15.1\ \text{meV}.
$$

The bound on $R$ is proportional to $N$ and is now 0.6 meV. Nearly all of the escape depth lies where electrons are strongly depleted, so $R$ is close to this bound. The surface bending is therefore $200+15.1-0.6=214.5$ meV, and

$$
\Delta V=0.2145\ \text{eV},\qquad
\Delta\chi=0.50-0.2145=0.2855\ \text{eV}.
$$

The correction now affects the second decimal place: 0.21 eV of bending and 0.29 eV of affinity. The last digit belongs to the Boltzmann model: for an electron mass of 0.07, Fermi–Dirac statistics at this density lower the field to 0.0752 MV/cm and the bending to 0.2144 eV.

## Variation 2: a core level inside the dipole layer

*The original surface has true changes $\Delta V=0.20$ eV and $\Delta\chi=0.30$ eV. The analysed core line comes from an atom 0.1 nm outside the inner charge plane. The outer negative charge is spread over $0\le x\le L=0.4$ nm with density proportional to $\sin^2(\pi x/L)$. What does the rule return?*

The atom feels the band bending and part of the dipole step. The fraction of the negative charge lying below height $x$ is

$$
q(x)=\frac2L\int_0^x\sin^2\frac{\pi t}{L}\,dt
=\frac xL-\frac1{2\pi}\sin\frac{2\pi x}{L}.
$$

By Gauss's law, the field at $x$ is proportional to $1-q(x)$. Integrating it gives the electron-energy rise, proportional to

$$
g(x)=x-\frac{x^2}{2L}+\frac{L}{4\pi^2}
\left(1-\cos\frac{2\pi x}{L}\right).
$$

At the outer edge, $g(L)=L/2$. At the atom, $x=L/4$ and the cosine vanishes, so

$$
\frac{g(L/4)}{g(L)}
=2\left(\frac14-\frac1{32}+\frac1{4\pi^2}\right)=0.49 .
$$

The core level rises by $0.20+0.49\times0.30=0.35$ eV. The rule therefore reports 0.35 eV of bending and $0.50-0.35=0.15$ eV of affinity increase. Half of the true affinity change has been mistaken for band bending. Such an atom is not a bulk-like reference, even if its bonding is unchanged.

The computed values are collected in the numerical output below.

## Numbers as computed

```
Measured work-function change: +0.50 eV
Measured core binding-energy change: -0.20 eV
Inferred upward band bending: 0.20 eV
Inferred affinity change: +0.30 eV
Affinity change if core sign is misread: 0.70 eV
Temperature: 300 K; kT: 0.0259 eV
Donor density: 1.0e+16 cm^-3
Relative permittivity: 12
Electron mass / free mass: 0.07
Hole mass / free mass: 0.50
Band gap: 1.4 eV
Photoelectron escape depth: 2.0 nm
Adsorbate coverage: 1.0e+14 cm^-2
Effective normal dipole per adsorbate: 0.80 D
Net electrons on surface: 1.54e+11 cm^-2
Depletion width estimate: 165 nm
Surface field: 0.0232 MV/cm
First-order depth correction: 4.6 meV
Depth-corrected bending: 0.2046 eV
Depth-corrected affinity change: 0.2954 eV
Tenfold donor density: 1.0e+17 cm^-3
Tenfold doping, surface field: 0.0754 MV/cm
Tenfold doping, corrected bending: 0.2145 eV
Tenfold doping, affinity change: 0.2855 eV
Largest rule error in base-doping tests: 4.5 meV
Height of core atom in dipole layer: 0.1 nm
False bending from that atom: 0.35 eV
False affinity change from that atom: 0.15 eV
Bulk conduction edge above Fermi level: 0.099 eV
Degeneracy shift of Fermi level: 0.20 meV
Equilibrium surface hole density: 3.4e+00 cm^-3
Barrier tunnelling exponent: 143 (dimensionless)
Assumed hole photocurrent: 1.0 uA/cm2
Photovoltage at 300 K: 4.3e-06 mV
Photovoltage at 100 K, same dark bending: 10.0 mV
```
